# Same-spin pair curvature and the electron localization function: a program that tests the result

```python
"""
Result under test, for one spin channel of a Slater determinant (atomic units):
the conditional density of other same-spin electrons at distance s from an
electron at r, averaged over directions, is (2/3) C s^2 + O(s^4), where
    C = tau - tau_W - |j|^2/(2 rho).
rho: spin density; tau = (1/2) sum |grad psi|^2; tau_W = |grad rho|^2/(8 rho);
j = Im sum psi* grad psi. The averaged Fermi hole itself is
    -rho + s^2 [(2/3) C - laplacian(rho)/6] + O(s^4).
ELF = 1/(1 + (C/C_h)^2), with C_h the value of C in a uniform gas of density rho.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, cumulative_trapezoid
from pyscf import gto, scf
from pyscf.dft import numint


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Product quadrature for averages over directions; weights sum to one.
cos_t, w_t = np.polynomial.legendre.leggauss(20)
phi = 2 * np.pi * np.arange(40) / 40
ct, ph = np.meshgrid(cos_t, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
directions = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1).reshape(-1, 3)
weights = np.repeat(w_t / 2 / len(phi), len(phi))


def averaged_pair_and_hole(orbitals, r, s):
    """Averaged conditional density and averaged hole, from their definitions."""
    here = orbitals(r[None, :])[0]
    there = orbitals(r + s * directions)
    rho_here = np.sum(abs(here)**2)
    rho_there = np.sum(abs(there)**2, axis=1)
    hole = -abs(there @ here.conj())**2 / rho_here
    return weights @ (rho_there + hole), weights @ hole


def second_order_coefficients(orbitals, r, s):
    """Coefficients of s^2 in pair density and hole; the s^4 term is extrapolated away."""
    rho = np.sum(abs(orbitals(r[None, :])[0])**2)
    rows = []
    for d in (s, s / 2):
        pair, hole = averaged_pair_and_hole(orbitals, r, d)
        rows.append(np.array([pair, hole + rho]) / d**2)
    return (4 * rows[1] - rows[0]) / 3


def local_terms(orbitals, r, step=1e-4):
    """rho, tau, tau_W and |j|^2/(2 rho) by central differences."""
    psi = orbitals(r[None, :])[0]
    plus = orbitals(r + step * np.eye(3))
    minus = orbitals(r - step * np.eye(3))
    grad = (plus - minus) / (2 * step)
    grad_rho = (np.sum(abs(plus)**2, axis=1) - np.sum(abs(minus)**2, axis=1)) / (2 * step)
    rho = np.sum(abs(psi)**2)
    current = np.imag(grad @ psi.conj())
    return (rho, 0.5 * np.sum(abs(grad)**2), grad_rho @ grad_rho / (8 * rho),
            current @ current / (2 * rho))


def uniform_gas_C(rho):
    return 0.3 * (6 * np.pi**2)**(2 / 3) * rho**(5 / 3)


# Current-carrying oscillator orbitals (s and p+), at rest and boosted.
def oscillator(points):
    envelope = np.pi**-0.75 * np.exp(-np.sum(points**2, axis=1) / 2)
    return np.stack([envelope + 0j, (points[:, 0] + 1j * points[:, 1]) * envelope], axis=1)


boost = np.array([0.4, -0.3, 0.5])


def boosted(points):
    return oscillator(points) * np.exp(1j * points @ boost)[:, None]


point = np.array([0.7, 0.0, 0.2])
print("Oscillator s and p+ orbitals at (0.7, 0, 0.2), oscillator units")
C_model = []
tau_difference = []
for name, orbitals in (("at rest", oscillator), ("boosted", boosted)):
    rho, tau, tau_w, current_term = local_terms(orbitals, point)
    C = tau - tau_w - current_term
    C_pair = 1.5 * second_order_coefficients(orbitals, point, 0.04)[0]
    assert abs(C_pair / C - 1) < 1e-5
    assert abs(C_pair / (tau - tau_w) - 1) > 0.05  # current cannot be dropped
    C_model.append(C)
    tau_difference.append(tau - tau_w)
    show(f"  {name}, tau - tau_W", tau - tau_w)
    show(f"  {name}, current term", current_term)
    show(f"  {name}, C from formula", C)
    show(f"  {name}, C from averaged pair density", C_pair)
assert abs(C_model[0] - C_model[1]) < 1e-7
assert abs(tau_difference[0] - tau_difference[1]) > 1e-3

# The relative remainder must fall by four when s is halved.
errors = [averaged_pair_and_hole(oscillator, point, s)[0] / (2 * C_model[0] * s**2 / 3) - 1
          for s in (0.1, 0.05)]
assert abs(errors[0] / errors[1] - 4) < 0.1
show("  remainder ratio on halving s", errors[0] / errors[1], digits=4)


# A single complex orbital has no same-spin partner, so C must vanish.
def one_orbital(points):
    x, y, z = points.T
    return ((1 + 0.3 * x + 0.5j * y) * np.exp(-np.sum(points**2, axis=1) / 2 + 0.6j * z))[:, None]


rho, tau, tau_w, current_term = local_terms(one_orbital, point)
assert abs(tau - tau_w - current_term) < 1e-7 * tau


# A filled p shell alone: C = rho/r^2 whatever the radial function.
def p_shell(points):
    return points * np.exp(-np.linalg.norm(points, axis=1))[:, None]


p_point = np.array([0.9, -0.8, 1.1])
p_rho = np.sum(p_shell(p_point[None, :])**2)
p_C = 1.5 * second_order_coefficients(p_shell, p_point, 0.04)[0]
assert abs(p_C * (p_point @ p_point) / p_rho - 1) < 1e-5
show("Filled p shell, C r^2/rho", p_C * (p_point @ p_point) / p_rho)

# Uniform gas with Fermi wave number 1: density matrix from momentum integral.
def gas_density_matrix(s):
    return quad(lambda k: k**2 * np.sinc(k * s / np.pi), 0, 1,
                epsabs=1e-14, epsrel=1e-13)[0] / (2 * np.pi**2)


gas_rho = gas_density_matrix(0.0)
gas_q = [(gas_rho - gas_density_matrix(s)**2 / gas_rho) / s**2 for s in (0.1, 0.05)]
gas_C = 1.5 * (4 * gas_q[1] - gas_q[0]) / 3
gas_elf = 1 / (1 + (gas_C / uniform_gas_C(gas_rho))**2)
assert abs(gas_C / uniform_gas_C(gas_rho) - 1) < 1e-5
assert abs(gas_elf - 0.5) < 1e-5
show("Uniform gas, ELF from its pair density", gas_elf)

# Argon atom.
mol = gto.M(atom="Ar 0 0 0", basis="cc-pvtz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
energy = mf.kernel()
assert mf.converged
occupied = mf.mo_coeff[:, mf.mo_occ > 0]
ray = np.array([1.0, 2.0, 2.0]) / 3


def argon_orbitals(points):
    return numint.eval_ao(mol, np.ascontiguousarray(points)) @ occupied


def argon_fields(radii, direction=ray):
    ao = numint.eval_ao(mol, np.outer(radii, direction), deriv=2)
    psi = ao[0] @ occupied
    grad = np.array([ao[k] @ occupied for k in (1, 2, 3)])
    lap_psi = (ao[4] + ao[7] + ao[9]) @ occupied
    rho = np.sum(psi**2, axis=1)
    tau = 0.5 * np.sum(grad**2, axis=(0, 2))
    grad_rho = 2 * np.sum(psi * grad, axis=2)
    tau_w = np.sum(grad_rho**2, axis=0) / (8 * rho)
    lap_rho = 2 * np.sum(psi * lap_psi, axis=1) + 4 * tau
    C = tau - tau_w
    elf = 1 / (1 + (C / uniform_gas_C(rho))**2)
    return dict(psi=psi, grad=grad, rho=rho, tau=tau, tau_w=tau_w, lap=lap_rho, C=C, elf=elf)


radii = np.arange(15001) * 0.001
fields = argon_fields(radii)
elf = fields["elf"]
enclosed = cumulative_trapezoid(8 * np.pi * radii**2 * fields["rho"], radii, initial=0)
assert abs(enclosed[-1] - 18) < 1e-3
minima = [i for i in range(50, 2500) if elf[i] < elf[i - 1] and elf[i] < elf[i + 1]]
assert len(minima) == 2
i_KL, i_LM = minima
i_L = i_KL + int(np.argmax(elf[i_KL:i_LM]))
i_M = i_LM + int(np.argmax(elf[i_LM:5000]))
special = [i_KL, i_L, i_LM, i_M]
assert abs(enclosed[i_KL] - 2) < 0.5
assert abs(enclosed[i_LM] - enclosed[i_KL] - 8) < 0.5

# The atom is spherical, so another ray must give the same ELF.
other = argon_fields(radii[special], np.array([0.0, 0.6, 0.8]))
assert np.allclose(other["elf"], elf[special], atol=1e-5)

# Pair and hole coefficients from the density matrix against the local formulas.
hole_coefficients = {}
for i in special:
    pair_q, hole_q = second_order_coefficients(argon_orbitals, radii[i] * ray, 0.02 * radii[i])
    pair_formula = 2 * fields["C"][i] / 3
    lap_part = fields["lap"][i] / 6
    assert abs(pair_q / pair_formula - 1) < 1e-4
    assert abs(hole_q - pair_formula + lap_part) < 1e-4 * (abs(pair_formula) + abs(lap_part))
    hole_coefficients[i] = (pair_q, hole_q)

# Positive sum over orbital pairs, after a random orthogonal mixing.
rng = np.random.default_rng(3)
mixing = np.linalg.qr(rng.normal(size=(occupied.shape[1],) * 2))[0]
for i in special:
    psi = fields["psi"][i] @ mixing
    grad = fields["grad"][:, i, :] @ mixing
    amplitude = psi[None, :, None] * grad[:, None, :] - psi[None, None, :] * grad[:, :, None]
    pair_sum = np.sum(amplitude**2) / (4 * fields["rho"][i])
    assert abs(pair_sum / fields["C"][i] - 1) < 1e-8

# Closed-shell form from total density quantities supplied by the library.
ao = numint.eval_ao(mol, np.outer(radii[special], ray), deriv=2)
total = numint.eval_rho(mol, ao, mf.make_rdm1(), xctype="MGGA")
total_C = total[-1] - np.sum(total[1:4]**2, axis=0) / (8 * total[0])
total_ref = 0.3 * (3 * np.pi**2)**(2 / 3) * total[0]**(5 / 3)
assert np.allclose(1 / (1 + (total_C / total_ref)**2), elf[special], atol=1e-7)

# In the dilute p-dominated tail ELF falls towards zero.
assert elf[5000] < elf[4000] < elf[i_M] and elf[5000] < 0.1

print("Argon atom, RHF/cc-pVTZ; densities are for one spin")
show("Total energy", energy, "hartree", 8)
for name, i in zip(("K-L minimum", "L maximum", "L-M minimum", "M maximum"), special):
    print(f"{name}: r = {radii[i]:.3f} bohr, ELF = {elf[i]:.4f}")
show("Electrons inside K-L minimum", enclosed[i_KL], digits=4)
show("Electrons between the minima", enclosed[i_LM] - enclosed[i_KL], digits=4)
show("Electrons outside L-M minimum", enclosed[-1] - enclosed[i_LM], digits=4)
angstrom = physical_constants["Bohr radius"][0] * 1e10
show("L-M minimum radius", radii[i_LM] * angstrom, "angstrom", 4)
print(f"ELF at 4 bohr: {elf[4000]:.4f}; at 5 bohr: {elf[5000]:.4f}")
for name, i in (("L maximum", i_L), ("L-M minimum", i_LM)):
    print(f"Ingredients at {name}")
    show("  rho", fields["rho"][i], "bohr^-3")
    show("  tau", fields["tau"][i], "hartree bohr^-3")
    show("  tau_W", fields["tau_w"][i], "hartree bohr^-3")
    show("  C", fields["C"][i], "hartree bohr^-3")
    show("  C_h", uniform_gas_C(fields["rho"][i]), "hartree bohr^-3")
    show("  chi = C/C_h", fields["C"][i] / uniform_gas_C(fields["rho"][i]))
    show("  Laplacian of rho", fields["lap"][i], "bohr^-5")
    show("  s^2 coefficient, pair density", hole_coefficients[i][0], "bohr^-5")
    show("  s^2 coefficient, hole", hole_coefficients[i][1], "bohr^-5")
print("L-M minimum: averaged pair density and its quadratic term, bohr^-3")
for s in (0.05, 0.10, 0.20):
    full = averaged_pair_and_hole(argon_orbitals, radii[i_LM] * ray, s)[0]
    print(f"  s = {s:.2f} bohr: full {full:.5g}, quadratic {2 * fields['C'][i_LM] * s**2 / 3:.5g}")

print("every check passed")
```

Running it gives:

```
Oscillator s and p+ orbitals at (0.7, 0, 0.2), oscillator units
  at rest, tau - tau_W: 0.088325
  at rest, current term: 0.017381
  at rest, C from formula: 0.070944
  at rest, C from averaged pair density: 0.070944
  boosted, tau - tau_W: 0.1055
  boosted, current term: 0.034558
  boosted, C from formula: 0.070944
  boosted, C from averaged pair density: 0.070944
  remainder ratio on halving s: 3.993
Filled p shell, C r^2/rho: 1
Uniform gas, ELF from its pair density: 0.5
Argon atom, RHF/cc-pVTZ; densities are for one spin
Total energy: -526.81313 hartree
K-L minimum: r = 0.144 bohr, ELF = 0.2379
L maximum: r = 0.360 bohr, ELF = 0.8610
L-M minimum: r = 0.736 bohr, ELF = 0.0895
M maximum: r = 1.464 bohr, ELF = 0.8802
Electrons inside K-L minimum: 2.208
Electrons between the minima: 7.861
Electrons outside L-M minimum: 7.931
L-M minimum radius: 0.3895 angstrom
ELF at 4 bohr: 0.0780; at 5 bohr: 0.0074
Ingredients at L maximum
  rho: 5.9549 bohr^-3
  tau: 83.607 hartree bohr^-3
  tau_W: 47.783 hartree bohr^-3
  C: 35.824 hartree bohr^-3
  C_h: 89.168 hartree bohr^-3
  chi = C/C_h: 0.40176
  Laplacian of rho: 33.427 bohr^-5
  s^2 coefficient, pair density: 23.883 bohr^-5
  s^2 coefficient, hole: 18.311 bohr^-5
Ingredients at L-M minimum
  rho: 0.33036 bohr^-3
  tau: 2.9673 hartree bohr^-3
  tau_W: 0.67244 hartree bohr^-3
  C: 2.2948 hartree bohr^-3
  C_h: 0.71957 hartree bohr^-3
  chi = C/C_h: 3.1892
  Laplacian of rho: 11.724 bohr^-5
  s^2 coefficient, pair density: 1.5299 bohr^-5
  s^2 coefficient, hole: -0.42406 bohr^-5
L-M minimum: averaged pair density and its quadratic term, bohr^-3
  s = 0.05 bohr: full 0.0038637, quadratic 0.0038247
  s = 0.10 bohr: full 0.015916, quadratic 0.015299
  s = 0.20 bohr: full 0.070723, quadratic 0.061196
every check passed
```
